# Why a narrow copper line does not have bulk thermal conductivity: a program that tests the result

```python
"""
Result under test: an electron-dominated narrow metal line has thermal
conductivity kappa = L0*T/rho, where L0 = (pi^2/3)*(k/e)^2, if scattering is
elastic and k*T is far below the Fermi energy. T is temperature and rho is
resistivity. Inelastic phonon scattering lowers the Lorenz ratio.
For a line with both ends at T0, voltage V, and no side loss,
T_mid^2 = T0^2 + V^2/(4*L0). With side loss G per length and kelvin,
the midpoint rise is (j^2*rho*A/G)*(1-1/cosh(length/(2*lambda))), where j is
current density, A is cross-section and lambda = sqrt(kappa*A/G).
SI units are used; x is electron energy from the chemical potential over k*T.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

# Inputs: bulk copper values and lattice part are rough; the rest are chosen.
T0 = 300.0
rho_line = 5.0e-8
rho_bulk = 1.7e-8
kappa_bulk = 400.0
kappa_lattice = 10.0
fermi_energy_eV = 7.0
phonon_x = 1.0
width, height = 40e-9, 80e-9
area = width * height
current_density = 1.0e11
side_loss = 1.0
short_length, long_length = 1e-6, 10e-6

lorenz = np.pi**2 / 3 * (boltzmann / charge)**2
kappa_wf = lorenz * T0 / rho_line


def fermi(x):
    return expit(-x)


# Thermal averages by direct quadrature.
dx = 0.05
x = np.arange(-800, 801) * dx
thermal_weight = fermi(x) * fermi(-x)


def average(values):
    return np.sum(thermal_weight * values) * dx


lorenz_quadrature = average(x**2) * (boltzmann / charge)**2
assert abs(lorenz_quadrature / lorenz - 1) < 1e-10


def lorenz_correction(t, power):
    bracket = 8 * power * (power - 1) / 15 - power**2 / 3
    return np.pi**2 * t**2 * bracket


# Energy-dependent conductivity, with heat conduction at zero current.
for power in (0.5, 1.5, 2.0):
    t_test = 0.01
    sigma_x = (1 + t_test * x)**power
    k0, k1, k2 = [average(sigma_x * x**n) for n in range(3)]
    heat_transport = k2 - k1**2 / k0
    ratio = heat_transport / k0 / (np.pi**2 / 3)
    assert abs(ratio - 1 - lorenz_correction(t_test, power)) < 5e-6

t_metal = boltzmann * T0 / (fermi_energy_eV * charge)
band_correction = lorenz_correction(t_metal, 1.5)

# Phonon rate in units of its coupling strength.
occupation = 1 / np.expm1(phonon_x)


def phonon_rate(energy):
    return (2 * occupation + 1 + fermi(energy + phonon_x)
            - fermi(energy - phonon_x))


def transport_ratio(elastic_rate):
    tau = 1 / (elastic_rate + phonon_rate(x))
    return average(x**2 * tau) / average(tau) / (np.pi**2 / 3)


tau_phonon = average(1 / phonon_rate(x))


def resistivity_mismatch(elastic_rate):
    tau = average(1 / (elastic_rate + phonon_rate(x)))
    return tau_phonon / tau - rho_line / rho_bulk


elastic_rate_line = brentq(resistivity_mismatch, 0, 50)
ratio_phonon = transport_ratio(0.0)
ratio_line = transport_ratio(elastic_rate_line)


def collision_matrix_ratio(elastic_rate):
    """Solve the full linearized collision problem for two directions."""
    steps = 4
    h = phonon_x / steps
    energy = np.arange(-120, 121) * h
    n = len(energy)
    matrix = np.zeros((2 * n, 2 * n))
    for i in range(n):
        moves = ((i, elastic_rate), (i + steps, occupation),
                 (i - steps, occupation + 1))
        for target, strength in moves:
            if not 0 <= target < n:
                continue
            blocking = fermi(-energy[target]) / fermi(-energy[i])
            rate = strength * blocking
            for direction in range(2):
                row = i + direction * n
                for new_direction in range(2):
                    column = target + new_direction * n
                    matrix[row, row] += rate / 2
                    matrix[row, column] -= rate / 2
    electric = np.concatenate((np.ones(n), -np.ones(n)))
    heat = np.concatenate((energy, -energy))
    sources = np.column_stack((electric, heat))
    response = np.linalg.lstsq(matrix, sources, rcond=1e-10)[0]
    weights = np.tile(fermi(energy) * fermi(-energy), 2)
    sigma = np.sum(weights * electric * response[:, 0])
    kappa = np.sum(weights * heat * response[:, 1])
    return kappa / sigma / (np.pi**2 / 3)


for elastic, expected in ((0.0, ratio_phonon),
                          (elastic_rate_line, ratio_line)):
    assert abs(collision_matrix_ratio(elastic) - expected) < 1e-6
assert ratio_phonon < ratio_line < 1

kappa_bulk_model = ratio_phonon * lorenz * T0 / rho_bulk
kappa_line_model = ratio_line * kappa_wf


# Nonlinear heat equation with temperature-dependent resistivity.
def solve_isolated_line(temperature_coefficient):
    def resistivity(temp):
        return rho_line * (1 + temperature_coefficient * (temp - T0))

    def equations(s, y):
        rho = resistivity(y[0])
        kappa = lorenz * y[0] / rho
        heating = current_density**2 * rho * long_length**2 / kappa_wf
        voltage_mV = 1e3 * current_density * rho * long_length
        return np.array([y[1] * kappa_wf / kappa, -heating, voltage_mV])

    def boundaries(left, right):
        return np.array([left[0] - T0, right[0] - T0, left[2]])

    s = np.linspace(0, 1, 101)
    guess = np.array([T0 + 160 * s * (1 - s), 160 * (1 - 2 * s), 50 * s])
    solution = solve_bvp(equations, boundaries, s, guess,
                         tol=1e-7, max_nodes=20000)
    assert solution.success
    return solution.sol(0.5)[0], solution.sol(1.0)[2] * 1e-3


alpha = rho_bulk / (rho_line * T0)
isolated_results = []
for coefficient in (0.0, alpha):
    mid_temperature, voltage = solve_isolated_line(coefficient)
    predicted = np.sqrt(T0**2 + voltage**2 / (4 * lorenz))
    assert abs(mid_temperature - predicted) < 1e-3
    isolated_results.append((voltage, mid_temperature))


# Constant-property lines, with and without side loss.
def isolated_rise(kappa):
    return current_density**2 * rho_line * long_length**2 / (8 * kappa)


def cooled_rise(kappa, length):
    healing = np.sqrt(kappa * area / side_loss)
    plateau = current_density**2 * rho_line * area / side_loss
    return plateau * (1 - 1 / np.cosh(length / (2 * healing)))


def finite_difference_rise(kappa, length, loss):
    intervals = 2000
    h = length / intervals
    n = intervals - 1
    bands = np.zeros((3, n))
    bands[0, 1:] = -1
    bands[1] = 2 + loss * h**2 / (kappa * area)
    bands[2, :-1] = -1
    source = np.full(n, current_density**2 * rho_line * h**2 / kappa)
    return solve_banded((1, 1), bands, source)[n // 2]


for kappa in (kappa_wf, kappa_bulk):
    numerical = finite_difference_rise(kappa, long_length, 0.0)
    assert abs(numerical / isolated_rise(kappa) - 1) < 1e-6
    for length in (short_length, long_length):
        numerical = finite_difference_rise(kappa, length, side_loss)
        assert abs(numerical / cooled_rise(kappa, length) - 1) < 1e-5

short_ratio = (cooled_rise(kappa_bulk, short_length)
               / cooled_rise(kappa_wf, short_length))
long_ratio = (cooled_rise(kappa_bulk, long_length)
              / cooled_rise(kappa_wf, long_length))
assert short_ratio < 0.5
assert long_ratio > 0.95
assert round(kappa_wf) == 147

print(f"Temperature of line ends: {T0:.0f} K")
print(f"Line resistivity: {rho_line*1e8:.1f} microohm cm")
print(f"Rough bulk resistivity: {rho_bulk*1e8:.1f} microohm cm")
print(f"Rough bulk thermal conductivity: {kappa_bulk:.0f} W/(m K)")
print(f"Lorenz number L0: {lorenz:.5e} W ohm/K^2")
print(f"Wiedemann-Franz line kappa: {kappa_wf:.1f} W/(m K)")
print(f"Bulk kappa / line kappa: {kappa_bulk/kappa_wf:.2f}")
print(f"Rough lattice allowance: {kappa_lattice:.0f} W/(m K)")
print(f"Line kappa with allowance: {kappa_wf+kappa_lattice:.1f} W/(m K)")
print(f"Chosen Fermi energy: {fermi_energy_eV:.1f} eV")
print(f"kT / Fermi energy: {t_metal:.5f}")
print(f"Relative band correction, power 1.5: {band_correction:.2e}")
print(f"Phonon energy / kT: {phonon_x:.1f}")
print(f"Phonon occupation: {occupation:.4f}")
print(f"Phonon rate at x=0: {phonon_rate(0.0):.4f} coupling units")
print(f"Phonon rate at x=4: {phonon_rate(4.0):.4f} coupling units")
print(f"Elastic rate in line: {elastic_rate_line:.4f} coupling units")
print(f"L/L0, phonons only: {ratio_phonon:.4f}")
print(f"L/L0, line with elastic scattering: {ratio_line:.4f}")
print(f"Phonon-model bulk kappa: {kappa_bulk_model:.1f} W/(m K)")
print(f"Phonon-model line kappa: {kappa_line_model:.1f} W/(m K)")
print(f"Line width: {width*1e9:.0f} nm")
print(f"Line height: {height*1e9:.0f} nm")
print(f"Cross-section: {area:.2e} m^2")
print(f"Current density: {current_density:.1e} A/m^2")
print(f"Side loss G: {side_loss:.1f} W/(m K)")
print(f"Short length: {short_length*1e6:.0f} micrometre")
print(f"Long length: {long_length*1e6:.0f} micrometre")
print(f"Isolated long line, constant WF kappa: "
      f"rise {isolated_rise(kappa_wf):.2f} K")
print(f"Isolated long line, constant bulk kappa: "
      f"rise {isolated_rise(kappa_bulk):.2f} K")
print(f"Resistivity temperature coefficient: {alpha:.5f} 1/K")
for label, result in zip(("constant rho", "rho(T)"), isolated_results):
    print(f"Isolated long line, kappa=L0*T/rho, {label}: "
          f"V {result[0]*1e3:.3f} mV, T_mid {result[1]:.2f} K")
for label, kappa in (("WF", kappa_wf), ("bulk", kappa_bulk)):
    healing = np.sqrt(kappa * area / side_loss)
    print(f"Healing length, {label} kappa: {healing*1e6:.3f} micrometre")
plateau = current_density**2 * rho_line * area / side_loss
print(f"Side-cooled plateau rise: {plateau:.3f} K")
for length in (short_length, long_length):
    for label, kappa in (("WF", kappa_wf), ("bulk", kappa_bulk)):
        print(f"Side-cooled {length*1e6:.0f} micrometre, {label} kappa: "
              f"rise {cooled_rise(kappa, length):.3f} K")
print(f"Bulk/WF rise ratio, short side-cooled line: {short_ratio:.3f}")
print(f"Bulk/WF rise ratio, long side-cooled line: {long_ratio:.3f}")
print("finished without a failed check")
```

Output:

```
Temperature of line ends: 300 K
Line resistivity: 5.0 microohm cm
Rough bulk resistivity: 1.7 microohm cm
Rough bulk thermal conductivity: 400 W/(m K)
Lorenz number L0: 2.44300e-08 W ohm/K^2
Wiedemann-Franz line kappa: 146.6 W/(m K)
Bulk kappa / line kappa: 2.73
Rough lattice allowance: 10 W/(m K)
Line kappa with allowance: 156.6 W/(m K)
Chosen Fermi energy: 7.0 eV
kT / Fermi energy: 0.00369
Relative band correction, power 1.5: -4.71e-05
Phonon energy / kT: 1.0
Phonon occupation: 0.5820
Phonon rate at x=0: 1.7018 coupling units
Phonon rate at x=4: 2.1232 coupling units
Elastic rate in line: 3.5509 coupling units
L/L0, phonons only: 0.9068
L/L0, line with elastic scattering: 0.9664
Phonon-model bulk kappa: 390.9 W/(m K)
Phonon-model line kappa: 141.7 W/(m K)
Line width: 40 nm
Line height: 80 nm
Cross-section: 3.20e-15 m^2
Current density: 1.0e+11 A/m^2
Side loss G: 1.0 W/(m K)
Short length: 1 micrometre
Long length: 10 micrometre
Isolated long line, constant WF kappa: rise 42.64 K
Isolated long line, constant bulk kappa: rise 15.63 K
Resistivity temperature coefficient: 0.00113 1/K
Isolated long line, kappa=L0*T/rho, constant rho: V 50.000 mV, T_mid 339.98 K
Isolated long line, kappa=L0*T/rho, rho(T): V 51.614 mV, T_mid 342.44 K
Healing length, WF kappa: 0.685 micrometre
Healing length, bulk kappa: 1.131 micrometre
Side-cooled plateau rise: 1.600 K
Side-cooled 1 micrometre, WF kappa: rise 0.349 K
Side-cooled 1 micrometre, bulk kappa: rise 0.144 K
Side-cooled 10 micrometre, WF kappa: rise 1.598 K
Side-cooled 10 micrometre, bulk kappa: rise 1.561 K
Bulk/WF rise ratio, short side-cooled line: 0.414
Bulk/WF rise ratio, long side-cooled line: 0.977
finished without a failed check
```
